# Does a Room-Temperature Gauge Report the Pressure of a Hot Chamber?

**The argument under review**

The manuscript concerns a low-pressure process chamber with walls at 600 K. Its gauge sits outside the hot zone at 300 K, joined to the chamber by an open tube of 4.0 mm bore and 50 mm length. The gauge reads 0.707 mTorr. The authors write, in effect:

> The tube is open and nothing flows through it. A pressure difference would drive a flow. The two pressures are therefore equal, and the chamber is at 0.707 mTorr.

The chamber pressure then enters their rates of surface reaction, so the inference matters. My question is whether absence of flow implies equal pressure in this gas and, if not, what the reading does say about the chamber.

**Where the argument holds, and what it needs**

In a dense gas the reasoning is sound to good accuracy. A thin slice of gas in the tube is pushed by its neighbours on both sides, because molecules collide within a distance much shorter than the bore. If the pushes differ, the slice accelerates, and gas moves until the pressures agree.

The push of one slice on the next is transmitted by collisions between molecules, so the mean free path $\lambda$ must be compared with the bore. Take hard spheres of diameter $d$ and number density $n$. Two molecules collide when their centres come within $d$, so each presents a target of area $\pi d^2$. The relative velocity of two independent molecules has twice the variance of a single velocity in each component, so the mean relative speed is $\sqrt2\,\bar v$, where $\bar v$ is the mean speed. The collision rate is $\sqrt2\,\pi d^2 n\bar v$, and

$$\lambda=\frac{\bar v}{\sqrt2\,\pi d^2 n\,\bar v}=\frac{1}{\sqrt2\,\pi d^2 n}=\frac{kT}{\sqrt2\,\pi d^2 p},$$

the last form using $p=nkT$.

I use a model molecule of mass 40 u and diameter 0.4 nm. At the gauge, 0.707 mTorr and 300 K give $n=2.276\times10^{19}\ \mathrm{m^{-3}}$ and $\lambda=61.8$ mm, about 15 times the bore. Most single flights from wall to wall are completed without meeting another molecule, although a molecule that passes through the whole tube makes many such flights and meets several others on the way; I neglect those meetings at first and estimate their effect later. There is then no slice of gas held in balance by its neighbours, and the condition for no flow has to be found by counting molecules.

**Counting the molecules**

I assume that the gas in each vessel has a Maxwell distribution at the temperature of that vessel's walls. With $x$ pointing towards the opening, the distribution of one velocity component is

$$g(v_x)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_x^2/2kT}.$$

Molecules with $v_x>0$ that lie within $v_x\,dt$ of the opening arrive during $dt$. The number arriving per unit area and time is therefore

$$J=n\int_0^\infty v_x\,g(v_x)\,dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}}.$$

Since $\bar v=\sqrt{8kT/\pi m}$, this is the same as $J=n\bar v/4$.

The pressure on a wall follows from the same distribution. Arriving molecules bring normal momentum $mv_x$, and in equilibrium the departing ones carry away an equal average amount in the opposite direction. Hence

$$p=2mn\int_0^\infty v_x^2\,g(v_x)\,dv_x=2mn\cdot\frac12\,\frac{kT}{m}=nkT,$$

where the half appears because the integral covers half of a symmetric distribution. Inserting $n=p/kT$ into $J$ gives

$$J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}}.$$

At fixed pressure, the colder gas sends more molecules through the opening. Its molecules are slower by $\sqrt T$, but their density is higher by $1/T$, and the density wins.

This decides the authors' claim. Suppose both vessels were at 1.000 mTorr. The hot side would send $2.27\times10^{21}$ molecules per square metre per second into the opening, and the cold side $3.21\times10^{21}$. The second number exceeds the first by the factor $\sqrt{600/300}=1.414$. Gas would flow from the gauge to the chamber, although the pressures were equal. Equal pressure is not a steady state here.

**The steady state**

Let $h$ denote the hot chamber and $g$ the gauge. For a thin opening, no net flow means $J_h=J_g$:

$$\frac{p_h}{\sqrt{2\pi mkT_h}}=\frac{p_g}{\sqrt{2\pi mkT_g}}.$$

The factor $\sqrt{2\pi mk}$ is common to both sides and cancels, leaving

$$\boxed{\frac{p_g}{p_h}=\sqrt{\frac{T_g}{T_h}}}$$

The state is stable. If $p_g$ falls below this value, $J_g<J_h$ and the gauge fills; if it rises above, the gauge empties.

The densities are unequal too, in the opposite sense:

$$\frac{n_g}{n_h}=\frac{p_g/kT_g}{p_h/kT_h}=\sqrt{\frac{T_g}{T_h}}\;\frac{T_h}{T_g}=\sqrt{\frac{T_h}{T_g}}.$$

At equal temperatures both ratios are one, and the authors' rule is recovered. With a chamber colder than the gauge, the gauge reads high.

A simulation that makes no use of the flux formula supports the result. Two equal cubes, with walls at 600 K and 300 K, share one face containing a square hole of side 0.3 of the cube edge. Molecules that ignore one another all start in the hot cube and are re-emitted by each wall at its own temperature. After the populations settle, wall impulses give a pressure ratio, cold to hot, of 0.705, against the predicted 0.707. Residence times give a density ratio of 1.384, against 1.414. The latter is about 2 % low; more than half of this is due to the finite hole. Molecules that have just crossed still carry the other side's speed, and allowing for them moves the collisionless predictions for this hole to 0.711 and 1.396. Both simulated ratios lie 0.9 % below these, so the test is good to about one per cent, and the closer match of 0.705 to 0.707 is partly accidental.

**Two objections the authors may raise**

*"An unbalanced pressure must accelerate the gas."* Consider the momentum crossing the opening. Molecules from the hot side carry momentum in the $+x$ direction at the rate $mn_h\int_0^\infty v_x^2 g\,dv_x=p_h/2$ per unit area. Those from the cold side carry negative momentum in the negative direction, which is again a positive momentum flux, $p_g/2$. The total is $(p_h+p_g)/2$, a single value with no jump. It differs from $p_h$ because molecules entering from the cold side are less forceful than those a hot wall would have returned. They also bring less momentum along $x$ to the other walls of the chamber, by the same amount, partly as blows on the facing wall and partly as drag along the side walls, so the momentum account closes.

*"Connected systems at rest are in equilibrium."* This one is steady without being in equilibrium, because heat flows. The mean kinetic energy of the normal motion of a crossing molecule is

$$\frac m2\,\frac{\int_0^\infty v_x^3e^{-mv_x^2/2kT}dv_x}{\int_0^\infty v_xe^{-mv_x^2/2kT}dv_x}=\frac m2\cdot\frac{2kT}{m}=kT,$$

and the two sideways components add $kT/2$ each. Through a thin opening, equal numbers cross both ways, but hot ones carry $2kT_h$ and cold ones $2kT_g$. Heaters and coolers must maintain the difference.

**Why the tube does not change the ratio**

The authors have a tube, not a thin hole. Let $A_1$ and $A_2$ be the areas of its ends, and $W_{12}$ the probability that a molecule entering end 1 leaves by end 2. Assume that each wall collision sends the molecule off with the cosine law of directions, whatever its speed and whatever the wall temperature. The path is then a matter of geometry alone, and so is $W_{12}$.

Now imagine both vessels at one temperature and one pressure. This is true equilibrium, with no net flow, so $A_1W_{12}J=A_2W_{21}J$ and

$$A_1W_{12}=A_2W_{21}.$$

Because these quantities are geometric, the identity survives when the temperatures are made unequal. No net flow then requires $A_1W_{12}J_1=A_2W_{21}J_2$, hence $J_1=J_2$ as before. Length, taper and the temperature profile along the tube drop out.

Ray tracing through a cone with end radii 1 and 2 and length 4 tests the identity. The probabilities are 0.7161 from the narrow end and 0.1789 from the wide end. Weighted by squared radius, they become $1\times0.7161=0.716$ and $4\times0.1789=0.716$.

The essential part of the wall assumption is that reflection does not depend on speed; a fixed share of mirror-like reflection changes $W$ but leaves the identity, and the square root, intact. If reflection depends on speed, hot and cold molecules have different chances of passing. For a uniform tube the balance $J_hW_{hg}=J_gW_{gh}$ then gives

$$\frac{p_g}{p_h}=\sqrt{\frac{T_g}{T_h}}\;\frac{W_{hg}}{W_{gh}},$$

and the square root alone no longer suffices.

**What the reading means**

In the collisionless limit, the authors' reading corresponds to

$$p_h=p_g\sqrt{\frac{T_h}{T_g}}=0.7071\ \mathrm{mTorr}\times1.4142=1.000\ \mathrm{mTorr}\quad(0.1333\ \mathrm{Pa}).$$

The reading is 29 % below the chamber pressure, relative to the chamber pressure. The gauge is not faulty: it correctly reports the pressure in its own volume. Since the error is a factor and not an offset, adjusting the zero of the gauge cannot remove it.

For surface chemistry there is a convenient consequence, provided the surfaces consume only a small fraction of the molecules that strike them, so that the flux in the chamber stays nearly uniform. The flux onto the chamber walls then equals the flux in the gauge, and it may be computed from either pair of values:

$$J=\frac{p_g}{\sqrt{2\pi mkT_g}}=\frac{p_h}{\sqrt{2\pi mkT_h}}=2.27\times10^{21}\ \mathrm{m^{-2}\,s^{-1}}.$$

The error arises when the pair is mixed. Combining $p_g$ with $T_h$, as the manuscript does, makes the flux too small by the factor 0.707. Conversely, the density in the gauge, $2.28\times10^{19}\ \mathrm{m^{-3}}$, is higher than that in the chamber, $1.61\times10^{19}\ \mathrm{m^{-3}}$.

**How collisions restore equal pressure**

The square root must fail as the gas becomes denser, and the authors will need to know where. Consider a long tube of radius $a$ in which $p$ and $T$ vary slowly along the axis $z$. Let $\mathbf c=\mathbf v/v_0$ with $v_0=\sqrt{2kT/m}$, and let $c_\perp$ be the speed across the axis. The local Maxwell distribution $f_0$ is proportional to $pT^{-5/2}e^{-mv^2/2kT}$, so

$$a\,\frac{\partial\ln f_0}{\partial z}=X_P+\left(c^2-\tfrac52\right)X_T,\qquad X_P=\frac{a}{p}\frac{dp}{dz},\quad X_T=\frac{a}{T}\frac{dT}{dz}.$$

Write the true distribution as $f_0(1+\eta)$. In the BGK model, collisions relax it at the rate $p/\mu$, with $\mu$ the viscosity, towards a Maxwell distribution drifting at the local gas velocity $u$ (in units of $v_0$). To first order in the gradients, with lengths in units of $a$,

$$\mathbf c_\perp\!\cdot\nabla\eta+c_z\left[X_P+\left(c^2-\tfrac52\right)X_T\right]=\delta\,(2c_zu-\eta),\qquad \delta=\frac{ap}{\mu v_0}.$$

Multiply by $c_z$ and average over $c_z$ with weight $e^{-c_z^2}/\sqrt\pi$, for which $\langle c_z^2\rangle=\tfrac12$ and $\langle c_z^4\rangle=\tfrac34$. With $\varphi=\langle c_z\eta\rangle$,

$$\mathbf c_\perp\!\cdot\nabla\varphi+S=\delta(u-\varphi),\qquad S=\tfrac12X_P+\tfrac12(c_\perp^2-1)X_T,$$

because $\tfrac12c_\perp^2+\tfrac34-\tfrac54=\tfrac12(c_\perp^2-1)$. Molecules leaving a diffuse wall have $\varphi=0$.

Without collisions, $\delta=0$, and integrating from the wall over a distance $s$ gives $\varphi=-Ss/c_\perp$. The gas velocity is the average of $\varphi$ over $\mathbf c_\perp$, whose speed part has weight $2c_\perp e^{-c_\perp^2}dc_\perp$. The speed integral is

$$\int_0^\infty 2S\,e^{-c_\perp^2}dc_\perp=\frac{\sqrt\pi}{2}X_P+\left(\frac{\sqrt\pi}{4}-\frac{\sqrt\pi}{2}\right)X_T=\frac{\sqrt\pi}{2}\left(X_P-\tfrac12X_T\right).$$

The flow vanishes when $X_P=\tfrac12X_T$, that is, when $p\propto T^{1/2}$. The square root thus appears again, from a local equation along the tube.

With collisions, the no-flow condition becomes $d\ln p/d\ln T=\gamma(\delta)$. Numerical solution gives $\gamma=0.4997$ at $\delta=10^{-4}$ and 0.019 at $\delta=10$: a dense gas has nearly equal pressures. Integrating $\gamma$ from 600 K to 300 K, with the hard-sphere viscosity $\mu=(5/16d^2)\sqrt{mkT/\pi}$ as input and the tube radius, temperatures and molecule held fixed, gives:

| Chamber pressure (mTorr) | $p_g/p_h$ |
|---|---|
| 0.01 | 0.707 |
| 1 | 0.721 |
| 10 | 0.777 |
| 100 | 0.932 |
| 300 | 0.983 |

The change is gradual. At 1 mTorr the ratio is already about 2 % above the collisionless value, although the mean free path is many times the bore. At 10 mTorr neither simple rule is good: equal pressure overstates the reading, and the square root understates it. These are estimates. They neglect the ends of the tube, which matter at 1 mTorr, where the mean free path exceeds the tube length. The BGK model also cannot match viscosity and heat conduction of a simple gas together. With the viscosity matched, as here, its heat conduction is too small, and the table approaches equal pressure too early: in the last two rows the remaining difference from one is understated by roughly a quarter to a third.

**The model beside a real installation**

The temperatures, pressure and tube are rough values of the kind met in hot-wall, low-pressure processing; the molecule is a round model. Three departures can be sized. Collisions raise the reading by one or two per cent, the long-tube estimate of 2 % being somewhat high for so short a tube, so a reading of 0.707 mTorr would mean a chamber at 0.98 to 0.99 mTorr. Some gauge heads are held above room temperature. A gauge that senses density, such as an ionization gauge calibrated at 300 K, would read 3.2 % lower at 320 K, since $n_g\propto T_g^{-1/2}$. For a gauge that senses pressure itself, such as a capacitance manometer, the collisionless ratio at 320 K is 0.730, and the reading rises by 3.3 %.

The third departure is gas released inside the gauge. If the load is $Q$, in pressure times volume per time, then $Q/kT_g$ molecules per second must leave through the tube. An excess pressure $\Delta p$ in the gauge drives out $W\pi a^2\,\Delta p\,\bar v_g/(4kT_g)$ per second. Equating the two,

$$\Delta p=\frac QC,\qquad C=W\pi a^2\frac{\bar v_g}{4}.$$

For this tube $W=0.0903$ and $\bar v_g=398.5$ m/s, so $C=0.113$ L/s. An assumed load of $10^{-7}$ Torr L/s gives $\Delta p=8.8\times10^{-4}$ mTorr, or 0.13 % of the reading. A load a hundred times larger would add about 13 % and conceal part of the effect.

A plasma can break two further assumptions. First, its gas may be hotter in the core than at the walls. What counts is the flux $J_{\rm in}$ reaching the opening and the directions in which it arrives. If these follow the cosine law, a nonreacting gas gives $p_g=J_{\rm in}\sqrt{2\pi mkT_g}$, and the core temperature does not enter by itself. A flux concentrated along the axis passes a long tube more easily and makes the gauge read higher. Second, atoms may recombine. In the limiting case of a chamber containing atoms alone, all of which pair up in the gauge volume and none in the opening, conservation of atoms requires $J_{\rm molecule}=J_{\rm atom}/2$. The molecular mass is $2m$, so

$$p_g=\frac{J_{\rm atom}}{2}\sqrt{2\pi(2m)kT_g}=\frac{1}{\sqrt2}\,p_h\sqrt{\frac{T_g}{T_h}}.$$

The reading is then lower by a further factor of 0.71, which a temperature correction cannot repair.

**Requested changes**

The authors should state the temperature of the gauge head and of the gas at the tube mouth, and compare the mean free path with the bore. For a nonreacting gas well inside the collisionless regime, with tube walls that scatter molecules without regard to their speed, they should multiply the reading by $\sqrt{T_h/T_g}$, or compute wall fluxes from $p_g$ and $T_g$ together. Data taken near 10 mTorr in this tube need a transitional correction or a gauge calibrated in place. The numerical output below gives the main values used in this comment; the finite-hole predictions and the estimates of the errors of the long-tube model are not part of it.

## Table of computed values

```
Chamber temperature: 600 K; gauge temperature: 300 K
Chamber pressure: 1.000 mTorr = 0.1333 Pa
Model molecule: mass 40 u, diameter 0.4 nm
Tube: diameter 4.0 mm, length 50.0 mm
Mean speed, chamber: 563.6 m/s
Mean speed, gauge: 398.5 m/s
Flux from hot side at chamber pressure: 2.2675e+21 m^-2 s^-1
Flux from cold side at SAME pressure: 3.2067e+21 m^-2 s^-1
Cold/hot flux ratio at equal pressure: 1.4142
Collisionless pressure ratio gauge/chamber: 0.7071
Gauge pressure: 0.7071 mTorr = 0.09427 Pa
Reading below chamber pressure by: 29.29 %
Correction factor for reading: 1.4142
Number density, chamber: 1.6094e+19 m^-3
Number density, gauge: 2.2761e+19 m^-3
Density ratio gauge/chamber: 1.4142
Two-box simulation, pressure ratio cold/hot: 0.7047
Two-box simulation, density ratio cold/hot: 1.3836
Cone (radii 1 and 2, length 4): W from narrow end 0.7161
Same cone: W from wide end 0.1789
Cone reciprocity ratio A1 W12/(A2 W21): 1.0007
Example tube W: integral equation 0.09028, rays 0.09063
Relative/mean speed from random pairs: 1.4144
Mean free path: chamber 87.4 mm, gauge 61.8 mm
Smallest mean free path / tube diameter: 15.45
Kinetic equation: gamma at delta=1e-4 0.4997, at delta=10 0.0192
Rarefaction delta at chamber end: 0.0207
BGK estimate at chamber 0.01 mTorr: gauge/chamber 0.7074
BGK estimate at chamber 1.00 mTorr: gauge/chamber 0.7208
BGK estimate at chamber 10.00 mTorr: gauge/chamber 0.7773
BGK estimate at chamber 100.00 mTorr: gauge/chamber 0.9322
BGK estimate at chamber 300.00 mTorr: gauge/chamber 0.9829
Collision shift of 1 mTorr example reading: +1.94 %
Gauge head at 320 K: collisionless ratio 0.7303
Shift of reading due to warmer head: +3.28 %
Tube conductance at gauge temperature: 0.1130 L/s
Assumed gauge outgassing: 1.0e-07 Torr L/s
Outgassing offset: 8.848e-04 mTorr, 0.125 % of reading
```
